# Elastic constants from thermal fluctuations, and how long to sample

A stress calculation for a silicon chip needs $C_{11}$, $C_{12}$ and $C_{44}$ at the working temperature. If they come from an atomistic simulation, someone must decide when to stop the run. In the example below, short pieces of a run, each analysed with its own mean stress, give $C_{44}=76$ GPa after 16 steps and 62 GPa after 64. The long run gives 55 GPa. The decision rests on an error estimate for the difference of two large terms.

## One internal coordinate by hand

Take a cell of volume $V$ under a small engineering shear $\gamma$, with one internal coordinate $x$ that the shear pushes on:
$$U=\tfrac12 VB\gamma^2+b\gamma x+\tfrac12\kappa x^2 .$$
$B$ is the stiffness with $x$ held, $b$ the coupling and $\kappa$ the spring constant. Completing the square gives
$$U=\tfrac12\Big(VB-\frac{b^2}{\kappa}\Big)\gamma^2+\tfrac12\kappa\Big(x+\frac{b\gamma}{\kappa}\Big)^2 .$$
The integral of $e^{-U/kT}$ over $x$ turns the last term into a factor $\sqrt{2\pi kT/\kappa}$, which does not depend on $\gamma$. The free energy $F=-kT\ln Z$ therefore has the curvature
$$C=\frac1V\frac{\partial^2F}{\partial\gamma^2}=B-\frac{b^2}{\kappa V}.$$

The same result follows from averages in the unstrained cell. There $\partial^2U/\partial\gamma^2=VB$ is a constant. The stress is $s=(\partial U/\partial\gamma)/V=bx/V$, and $\langle x^2\rangle=kT/\kappa$, so
$$\frac{V}{kT}\,\mathrm{var}(s)=\frac{V}{kT}\,\frac{b^2}{V^2}\,\frac{kT}{\kappa}=\frac{b^2}{\kappa V}.$$
The temperature cancels. Cooling makes the fluctuations smaller, but the factor $V/kT$ restores them. The fluctuation term measures how far the crystal softens when $x$ is free to relax.

The toy also shows where the noise sits. The first term has none. The second is a variance, estimated from $n$ independent samples. For a Gaussian of variance $v$, $\langle x^4\rangle=3v^2$, so $x^2$ has variance $3v^2-v^2=2v^2$. The relative error of the estimated variance is $\sqrt{2/n}$, whatever the temperature.

## Letting the volume change

Shear leaves the volume unchanged to first order. To see what a changing volume adds, put two particles on a ring of length $\lambda$, initially 1, with repulsion $v(r)=3e^{-2r}$ along both arcs and $kT=0.7$, in arbitrary units. The Lagrangian strain is $E=(\lambda^2-1)/2$, so $\lambda=\sqrt{1+2E}$. With positions written as fractions of the length,
$$Z\propto\lambda^2\int_0^1 dq\;e^{-U/kT},\qquad U=v(\lambda q)+v(\lambda(1-q)).$$
Each particle contributes one factor $\lambda$. The momentum integral does not depend on $\lambda$.

The prefactor contributes $-2kT\ln\lambda=-kT\ln(1+2E)$ to $F$. Its first derivative is $-2kT/(1+2E)$ and its second, at $E=0$, is $+4kT$. For the integral, each arc has $r\propto\sqrt{1+2E}$, so at $E=0$ $dr/dE=r$ and $d^2r/dE^2=-r$. Hence
$$U'=\sum r v'(r),\qquad U''=\sum\big(r^2v''(r)-r v'(r)\big).$$
Differentiating $-kT\ln\int e^{-U/kT}$ once gives $\langle U'\rangle$. The second derivative acts both on $U'$ and on the weight, which gives
$$\frac{\partial^2F}{\partial E^2}=\langle U''\rangle+4kT-\frac{\mathrm{var}(U')}{kT}.$$
By quadrature the three terms sum to 6.63035. A finite difference of $-kT\ln Z$ gives 6.63036.

## The general formula

Let $N$ classical atoms occupy a periodic cell. A deformation $\mathsf F$ has Lagrangian strain $E=(\mathsf F^T\mathsf F-1)/2$, measured from the current cell of volume $V$. Define $C$ by the second-order part of the free energy, $\tfrac12V\sum C_{abcd}E_{ab}E_{cd}$. In scaled coordinates $q$,
$$Z(E)\propto V(E)^N\int dq\,e^{-U/kT},\qquad V(E)=V\sqrt{\det(1+2E)} .$$
The integral behaves as on the ring. For the prefactor, use $\ln\det=\mathrm{tr}\ln$:
$$-\tfrac12NkT\,\mathrm{tr}\ln(1+2E)=-NkT\,(\mathrm{tr}E-\mathrm{tr}E^2+\dots).$$
The quadratic part $NkT\,\mathrm{tr}E^2$ equals $\tfrac12V\sum CEE$ if $C_{abcd}=(NkT/V)(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})$. With $s_{ab}=(\partial U/\partial E_{ab})/V$,
$$C_{abcd}=\frac1V\Big\langle\frac{\partial^2U}{\partial E_{ab}\partial E_{cd}}\Big\rangle+\frac{NkT}{V}(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})-\frac{V}{kT}\,\mathrm{cov}(s_{ab},s_{cd}).$$
These are the Born, kinetic and stress-fluctuation terms. The kinetic term is $2NkT/V$ in $C_{11}$, zero in $C_{12}$ and $NkT/V$ in $C_{44}$.

The stress can also be defined with the momenta included. In scaled variables the kinetic energy is $\sum p^T(1+2E)^{-1}p/2m=\sum p^T(1-2E+4E^2-\dots)p/2m$. Its quadratic part averages to $2NkT\,\mathrm{tr}E^2$, twice the value above. Its linear part, $-\sum p^TEp/m$, adds to the stress. Since $\langle p_ap_bp_cp_d\rangle-\langle p_ap_b\rangle\langle p_cp_d\rangle=(mkT)^2(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})$, the covariance grows by one kinetic term, which is subtracted. Both conventions give the same $C$, but their parts must not be mixed.

The averages are canonical at fixed cell, and $C$ is isothermal. At zero stress it also relates true stress to small strain; under load, terms of the order of the load enter that relation.

Two limits show the range of the cancellation. In a cold crystal the displacements $x$ are Gaussian with covariance $kT\,K^{-1}$, where $K$ is the matrix of force constants, inverted with the three uniform translations left out. With $b=\partial^2U/\partial x\,\partial\gamma$ the toy calculation repeats, and the fluctuation term tends to $b^TK^{-1}b/V$. In a large sample of liquid at zero pressure, the equilibrium free energy does not change under shear at fixed volume. The fluctuation term must then cancel the other two completely, and sampling must be long enough for atoms to change places.

## The terms for silicon

The Stillinger-Weber model has a pair energy $\phi(r)$ and, for each atom $i$, an angular energy
$$\Lambda\epsilon\sum_{j<k}g_jg_k\big(\cos\theta_{jk}+\tfrac13\big)^2 .$$
Here
$$\phi=A\epsilon\,[D(d/r)^4-1]\,e^{d/(r-r_c)},\qquad g=e^{1.2\,d/(r-r_c)},$$
both zero beyond $r_c=1.8d$, with $\epsilon=2.1683$ eV, $d=0.20951$ nm, $A=7.049556277$, $D=0.6022245584$ and $\Lambda=21$.

The triple sum can be avoided. For each unit bond vector $u$ form the list $Q=(\tfrac13,\sqrt{2/3}\,u,\,u\otimes u)$. Then
$$Q_j\cdot Q_k=\tfrac19+\tfrac23\cos\theta_{jk}+\cos^2\theta_{jk}=(\cos\theta_{jk}+\tfrac13)^2 .$$
With $M=\sum_jg_jQ_j$, the square $|M|^2$ counts each pair twice and adds self terms with $|Q_j|^2=(4/3)^2$. The angular energy of the atom is therefore $\tfrac12\Lambda\epsilon\,(|M|^2-\tfrac{16}9\sum_jg_j^2)$.

For the Born term, apply the strain $tE$ and let dots denote derivatives by $t$ at $t=0$. With $n=u\cdot Eu$, a bond length becomes $r\sqrt{1+2tn}$, so $\dot r=rn$ and $\ddot r=-rn^2$. The bond vector becomes $(1+tE-\tfrac12t^2E^2)\,ru$. Dividing by the new length, whose inverse is $(1-tn+\tfrac32t^2n^2)/r$, and collecting powers of $t$ gives
$$\dot u=Eu-nu,\qquad \ddot u=-E^2u-2nEu+3n^2u .$$
Any radial function $f$ has $\dot f=f'rn$ and $\ddot f=(f''r^2-f'r)n^2$. The product rule then gives $\dot M$ and $\ddot M$, and
$$\ddot U=\sum_{\rm pairs}\ddot\phi+\Lambda\epsilon\sum_i\Big[|\dot M|^2+M\cdot\ddot M-\tfrac{16}9\sum_j(\dot g_j^2+g_j\ddot g_j)\Big].$$
Uniaxial strain gives $C_{11}$, isotropic strain gives $3C_{11}+6C_{12}$, and $E_{yz}=E_{zy}=\tfrac12$ gives $C_{44}$.

For the perfect static crystal the Born value of $C_{44}$ is 109.76 GPa and $b^TK^{-1}b/V$ is 53.31 GPa. The difference, 56.45 GPa, equals the curvature of the relaxed energy found by straining the cell. The internal coordinate that relaxes is the displacement of one diamond sublattice against the other. Uniaxial strain does not excite it: $C_{11}$ is 151.42 GPa before relaxation and 151.43 GPa after, the difference being finite-difference error.

## Sampling without a time-step error

Measure displacements from the static positions along the normal modes, in units of their harmonic thermal widths. Then $U/kT=\tfrac12|z|^2+R(z)$ plus a constant, where $R$ is the anharmonic remainder. One move does the following:

1. Draw Gaussian momenta $p$ of unit variance.
2. Subtract $\tfrac12\theta\nabla R$ from $p$.
3. Rotate: $z\to z\cos\theta+p\sin\theta$, $p\to p\cos\theta-z\sin\theta$.
4. Subtract $\tfrac12\theta\nabla R$ again, at the new $z$.
5. Accept with probability $\min(1,e^{-\Delta H})$, where $H=\tfrac12|z|^2+\tfrac12|p|^2+R$; otherwise keep the old $z$.

The kicks and the rotation preserve phase-space volume, and the sequence is reversible when $p$ changes sign. The acceptance rule then leaves the canonical distribution unchanged for any $\theta$.

The example has 64 atoms at 400 K, 32 independent chains and 768 kept steps per chain, or 24,576 configurations. With $\theta=0.7$, 90.5% of the moves were accepted. Integration by parts requires $\langle z\cdot\partial(U/kT)/\partial z\rangle=3N-3=189$; the run gave $188.99\pm0.29$. A pilot run at the static lattice constant, 0.54309 nm, found a pressure of 0.472 GPa. Expanding to 0.54394 nm left 0.004 GPa.

| GPa | $C_{11}$ | $C_{12}$ | $C_{44}$ |
|---|---|---|---|
| Born | 148.46 | 76.20 | 107.73 |
| kinetic | 0.55 | 0.00 | 0.27 |
| fluctuation | 0.89 | 0.06 | 53.08 |
| total | 148.12 | 76.14 | 54.92 |

For $C_{44}$ the arithmetic is $107.73+0.27-53.08=54.92$ GPa. The fluctuation term is close to its static limit of 53.31 GPa, as the toy suggests. From one configuration to the next, the Born value of $C_{44}$ scatters by 0.29 GPa and the fluctuation value by 43 GPa. Nearly all the noise comes from the subtracted term.

## Reading the block errors

Successive steps are correlated. If a quantity has variance $c_0$ and correlation $\rho_t$ at lag $t$, the mean of $L$ successive values has variance
$$\frac{c_0}{L}\Big[1+2\sum_{t=1}^{L-1}\Big(1-\frac tL\Big)\rho_t\Big]\;\to\;\frac{g_sc_0}{L},\qquad g_s=1+2\sum_{t\ge1}\rho_t .$$
The number $g_s$ is the statistical inefficiency. Cut the series into blocks of length $L$ and treat the block means as independent. The resulting error is too small for short blocks and levels off once $L$ far exceeds the correlation length.

For the fluctuation part of $C_{44}$, the errors for $L=1,4,16,64,128$ are 0.28, 0.43, 0.53, 0.58 and 0.60 GPa. The first follows from the Gaussian rule. With three independent shear components, $53.08\sqrt{2/(3\times24576)}=0.276$ GPa. The ratio of the last to the first gives $g_s=(0.599/0.277)^2=4.7$.

The sampler accounts for most of this size. In a harmonic mode an accepted move multiplies the correlation of $z$ by $\cos0.7=0.765$, and that of $z^2$ by $0.765^2=0.585$. If rejections are independent of $z$, the mean factor for $z^2$ is $0.905\times0.585+0.095=0.624$. Summing the geometric series gives $g_s=(1+0.624)/(1-0.624)=4.3$.

The scatter of the 32 separate chains gives a smaller error for the total, 0.45 GPa. An error estimated from 32 values is itself uncertain by about $1/\sqrt{62}=13\%$, so I adopt the larger figure: $C_{44}=54.9\pm0.6$ GPa. For a target error $\delta$ the rule is
$$n=\frac{2g_s}{3}\Big(\frac{C_{\rm fl}}{\delta}\Big)^2 ,$$
where $C_{\rm fl}$ is the fluctuation term. For $\delta=0.5$ GPa this asks for about 35,000 configurations. Halving the error costs four times as many.

Short runs are also biased. A window of length $L$ that subtracts its own mean misses the variance of that mean, so for long windows
$$C_{\rm apparent}\simeq C+C_{\rm fl}\,\frac{g_w}{L}.$$
Here $g_w$ is the inefficiency of the stress itself, not of its square. The harmonic estimate has a factor $0.905\times0.765+0.095=0.787$ per step, which gives $g_w=8.4$. At $L=128$ the predicted excess is $53.08\times8.4/128=3.5$ GPa; the windows gave $58.53-54.92=3.6$ GPa. Windows of four steps gave 95 GPa, most of the way to the unrelaxed Born value. Averaging many short windows does not remove this bias. Subtracting a common mean from all the data reduces it.

## Two independent routes

The first route samples a strained cell and divides the mean stress, referred to the unstrained cell, by the strain. At shear 0.02, with 160 kept steps in each of 32 chains, it gives $C_{44}=53.4\pm0.95$ GPa. The difference from 54.9 GPa is 1.4 combined standard errors. Normal strains of $\pm0.01$ give $C_{11}=148.19\pm0.11$ and $C_{12}=76.08\pm0.09$ GPa, in agreement with the table.

The error of this route can be predicted. One configuration has shear-stress variance $kT\,C_{\rm fl}/V$. With $kT/V=0.2745/64=0.0043$ GPa, its spread is about 0.48 GPa. Averaging 5120 configurations and dividing by the strain gives $0.48\sqrt{8.4/5120}/0.02=0.97$ GPa, close to the observed 0.95 GPa. Scaled to 24,576 configurations this becomes 0.44 GPa, somewhat better than the 0.6 GPa of the fluctuation route. The fluctuation run, however, yields all three constants from one cell. A smaller strain raises the statistical error as $1/\gamma$, while a larger one brings in nonlinear elasticity.

The second route takes the strain curvature of the quasi-harmonic free energy, the relaxed static energy plus $kT\sum\ln\omega$ over the phonon frequencies $\omega$, and a small term $-kT\ln V$ for the free centre of mass. It gives 148.35, 76.27 and 54.86 GPa; a smaller strain step in the finite differences lowers these by up to 0.03 GPa. For $C_{11}$ the gap of about 0.2 GPa far exceeds the statistical error of 0.01 GPa. Most of it comes from second neighbours. In the static crystal they lie at 0.385 nm, just beyond the cutoff at 0.377 nm, so this route leaves them out. Thermal motion brings some of them inside the cutoff, where they lower $C_{11}$.

## What the number is worth for a chip

For tension along $[110]$, solving Hooke's law gives
$$\frac1{E_{110}}=\frac{1}{2\,(C_{11}+C_{12}-2C_{12}^2/C_{11})}+\frac1{4C_{44}} .$$
The terms are 0.00343 and 0.00455 GPa$^{-1}$, so $E_{110}=125.4$ GPa. Its sensitivity to $C_{44}$ is $E_{110}^2/4C_{44}^2=1.3$, so the adopted error becomes 0.8 GPa. Stopping at 128-step windows would raise $E_{110}$ by about 4 to 5 GPa, and the computed stress at given strain by nearly 4%.

Measured silicon has $C_{44}$ near 80 GPa and $E_{110}$ near 170 GPa, both rough room-temperature values. The model is therefore about 30% too soft in $C_{44}$ and a quarter too soft in $E_{110}$. The assumption that real devices break most strongly here is the empirical potential, and longer sampling cannot repair it. The model also has no electrons, so it says nothing about doping.

Three other neglected effects, estimated here, are smaller. The highest phonon energy is 73.5 meV, or 2.1 $kT$, so classical nuclei need justification. At fixed lattice constant, quantum statistics change the quasi-harmonic constants by at most 0.3 GPa; letting the lattice also expand by the accompanying 0.04% turns the shifts in $C_{11}$, $C_{12}$ and $C_{44}$ into about $-0.3$, $+0.1$ and $-0.3$ GPa. Going from 64 to 216 atoms changes them by about 0.02 GPa.

Fast loading is adiabatic. At fixed strain, heating changes the stress by $-3\alpha K$ per kelvin, where $\alpha$ is the linear expansion coefficient and $K$ the bulk modulus. Zero entropy change then requires a temperature change $-3\alpha KTV\,\mathrm{tr}E/(3Nk)$, with $3Nk$ the classical heat capacity. The resulting stress raises $C_{11}$ and $C_{12}$ by $TV(3\alpha K)^2/(3Nk)=0.26$ GPa. Pure shear has $\mathrm{tr}E=0$, so $C_{44}$ is unchanged. The numerical output lists the remaining settings and values.

## Numbers as computed

```
temperature 400 K, kT 34.47 meV, atoms 64
replicas 32, kept steps each 768, configurations 24576
Born term sampled every 24 steps; burn-in 32 steps
rotation angle 0.7 rad, acceptance 0.905
equipartition sum 188.99 +- 0.29, exact 189
two-particle ring: three terms 6.63035, from ln Z 6.63036
static lattice constant 0.54309 nm
pressure at that constant, 400 K: 0.472 GPa
lattice constant used 0.54394 nm, residual pressure 0.004 GPa
order of the three columns below: C11, C12, C44
static Born: 151.42, 76.42, 109.76 GPa
static internal relaxation in C44: 53.31 GPa
static relaxed: 151.43, 76.45, 56.45 GPa
Born term, 400 K: 148.46, 76.20, 107.73 GPa
Born error: 0.01, 0.00, 0.01 GPa
kinetic term: 0.55, 0.00, 0.27 GPa
fluctuation term (subtracted): 0.89, 0.06, 53.08 GPa
fluctuation block error, L=128: 0.01, 0.01, 0.60 GPa
total C: 148.12, 76.14, 54.92 GPa
total error, from replicas: 0.01, 0.01, 0.45 GPa
strained-cell C: 148.19, 76.08, 53.36 GPa
strained-cell error: 0.11, 0.09, 0.95 GPa
strains used: normal +-0.01, shear 0.02; 160 kept steps per cell
quasi-harmonic classical C: 148.35, 76.27, 54.86 GPa
one-configuration spread, C44: Born 0.29, fluct. 43.38 GPa
C44 fluctuation error, block length 1: 0.277 GPa
C44 fluctuation error, block length 4: 0.427 GPa
C44 fluctuation error, block length 16: 0.530 GPa
C44 fluctuation error, block length 64: 0.578 GPa
C44 fluctuation error, block length 128: 0.599 GPa
Gaussian prediction for block length 1: 0.276 GPa
statistical inefficiency 4.68
configurations needed for 0.5 GPa in C44: 35180
apparent C44 from windows of 4 steps: 95.30 GPa
apparent C44 from windows of 16 steps: 76.23 GPa
apparent C44 from windows of 64 steps: 61.75 GPa
apparent C44 from windows of 128 steps: 58.53 GPa
Young's modulus along [110]: 125.36 +- 0.58 GPa
highest phonon energy 73.5 meV, over kT 2.13
neglected: quantum minus classical: 0.11, 0.30, -0.13 GPa
neglected: 216 minus 64 atoms: -0.02, 0.01, -0.02 GPa
mean linear expansion coefficient 0-400 K: 3.87 1e-6/K
neglected: adiabatic minus isothermal C11 and C12: 0.263 GPa
```
